# Periodic Sinc Functions: Overlap, First-Derivative and Kinetic Matrices in Closed Form: verification in Python

```python
"""Periodic sinc (psinc) functions for odd N = 2M+1 on a period L.

Result under test, with h = L/N, x_j = j h, G_m = 2 pi m/L, k = i-j:
  D(x) = (1/N) sum_{m=-M..M} exp(i G_m x) = sin(N pi x/L)/(N sin(pi x/L))
  integral D_i D_j = h delta_ij, so phi_j = D(x-x_j)/sqrt(h) is orthonormal
  B_ij = <phi_i|d/dx|phi_j> = (pi/L)(-1)^k/sin(pi k/N), zero for k = 0
  T_ij = <phi_i|-1/2 d2/dx2|phi_j>
       = (pi/L)^2 (-1)^k cos(pi k/N)/sin(pi k/N)^2, k != 0
       = pi^2 (N^2-1)/(6 L^2), k = 0
Hartree atomic units. The integrals are checked by Gauss-Legendre quadrature
of the plane-wave sums, and an application by Mathieu characteristic values.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import mathieu_a, mathieu_b

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def sine_ratio(x, N, L):
    """Closed form of D away from multiples of L."""
    return np.sin(N * np.pi * x / L) / (N * np.sin(np.pi * x / L))


def plane_wave_sum(x, N, L, order=0):
    """D or its derivative of the given order, from the definition."""
    M = (N - 1) // 2
    G = 2 * np.pi * np.arange(-M, M + 1) / L
    waves = (1j * G) ** order * np.exp(1j * np.asarray(x)[..., None] * G)
    return waves.sum(axis=-1).real / N


def closed_matrices(N, L):
    """Closed-form B and T in the orthonormal basis."""
    index = np.arange(N)
    k = index[:, None] - index[None, :]
    diagonal = k == 0
    sign = np.where(k % 2 == 0, 1.0, -1.0)
    angle = np.pi * k / N
    sine = np.where(diagonal, 1.0, np.sin(angle))
    B = np.where(diagonal, 0.0, np.pi / L * sign / sine)
    T = np.where(diagonal, np.pi**2 * (N**2 - 1) / (6 * L**2),
                 (np.pi / L) ** 2 * sign * np.cos(angle) / sine**2)
    return B, T


def quadrature(L, points=120):
    nodes, weights = np.polynomial.legendre.leggauss(points)
    return 0.5 * L * (nodes + 1), 0.5 * L * weights


def basis_on(x, N, L, order=0):
    """Rows: unnormalized D_j (or derivative) at the points x."""
    centres = np.arange(N) * L / N
    return plane_wave_sum(x[None, :] - centres[:, None], N, L, order)


L = 10.0
V0 = 1.0
x, w = quadrature(L)

# Sine ratio, overlap, derivative and kinetic matrices from the definition
for N in (3, 5, 9, 15):
    h = L / N
    assert np.allclose(plane_wave_sum(x, N, L), sine_ratio(x, N, L), atol=1e-11)
    D0, D1 = basis_on(x, N, L), basis_on(x, N, L, 1)
    S_num = (D0 * w) @ D0.T
    B_num = (D0 * w) @ D1.T / h
    T_num = 0.5 * (D1 * w) @ D1.T / h
    B, T = closed_matrices(N, L)
    assert np.allclose(S_num, h * np.eye(N), atol=1e-10)
    assert np.allclose(B_num, B, atol=1e-10)
    assert np.allclose(T_num, T, atol=1e-10)
    assert np.allclose(T, -0.5 * B @ B, atol=1e-10)
    M = (N - 1) // 2
    G = 2 * np.pi * np.arange(-M, M + 1) / L
    assert np.allclose(np.linalg.eigvalsh(T), np.sort(G**2 / 2), atol=1e-10)
    assert np.allclose(np.linalg.eigvalsh(-1j * B), G, atol=1e-10)

# Even N: the sine ratio is antiperiodic; odd N: periodic
trial = np.array([0.37, 1.91, 4.43])
assert np.allclose(sine_ratio(trial + L, 6, L), -sine_ratio(trial, 6, L))
assert np.allclose(sine_ratio(trial + L, 7, L), sine_ratio(trial, 7, L))

# Projection and interpolation inside the space, and failure just outside it
N, M = 9, 4
h = L / N
grid = np.arange(N) * h
D0 = basis_on(x, N, L)


def inside(y):
    return (0.3 + np.cos(2 * np.pi * M * y / L)
            - 0.7 * np.sin(2 * np.pi * 2 * y / L))


def outside(y):
    return np.cos(2 * np.pi * (M + 1) * y / L)


assert np.allclose((D0 * w) @ inside(x), h * inside(grid), atol=1e-10)
assert np.allclose(inside(grid) @ D0, inside(x), atol=1e-10)
assert np.allclose((D0 * w) @ outside(x), 0, atol=1e-10)
assert np.max(np.abs(h * outside(grid))) > 0.5 * h
assert np.allclose(outside(grid) @ D0, np.cos(2 * np.pi * M * x / L), atol=1e-10)

# Infinite-line limit at fixed spacing, from integrals over the wave number
spacing, cutoff = 0.5, np.pi / 0.5
for k in (0, 1, 3):
    T_line = spacing / (2 * np.pi) * quad(
        lambda g: 0.5 * g**2 * np.cos(g * k * spacing), -cutoff, cutoff)[0]
    B_line = -spacing / (2 * np.pi) * quad(
        lambda g: g * np.sin(g * k * spacing), -cutoff, cutoff)[0]
    T_limit = (np.pi**2 / (6 * spacing**2) if k == 0
               else (-1) ** k / (k * spacing) ** 2)
    B_limit = 0.0 if k == 0 else (-1) ** k / (k * spacing)
    assert abs(T_line - T_limit) < 1e-9 and abs(B_line - B_limit) < 1e-9
    scaled = []
    for size in (101, 201):
        B, T = closed_matrices(size, size * spacing)
        scaled.append([(T[k, 0] - T_line) * size**2,
                       (B[k, 0] - B_line) * size**2])
    # A 1/N^2 correction makes the scaled errors nearly independent of N
    assert np.allclose(scaled[0], scaled[1], rtol=0.01, atol=1e-4)


def potential(y):
    return V0 * (1 - np.cos(2 * np.pi * y / L))


def potential_matrices(N):
    """Diagonal approximation and exact integrals in the orthonormal basis."""
    functions = basis_on(x, N, L) / np.sqrt(L / N)
    return (np.diag(potential(np.arange(N) * L / N)),
            (functions * w * potential(x)) @ functions.T)


# The diagonal potential differs from the exact one by one aliased coupling
for N in (3, 5, 9):
    M = (N - 1) // 2
    m = np.arange(-M, M + 1)
    U = np.exp(2j * np.pi * np.outer(np.arange(N), m) / N) / np.sqrt(N)
    V_grid, V_exact = potential_matrices(N)
    difference = U.conj().T @ (V_grid - V_exact) @ U
    expected = np.zeros((N, N))
    expected[0, -1] = expected[-1, 0] = -V0 / 2
    assert np.allclose(difference, expected, atol=1e-10)

# Exact L-periodic levels from Mathieu's equation
q = V0 * L**2 / np.pi**2
characteristic = np.array([mathieu_a(0, q), mathieu_b(2, q), mathieu_a(2, q)])
E_ref = V0 + np.pi**2 * characteristic / (2 * L**2)

table = []
for N in (5, 7, 9, 11, 15, 21):
    T = closed_matrices(N, L)[1]
    V_grid, V_exact = potential_matrices(N)
    E_grid = np.linalg.eigvalsh(T + V_grid)
    E_exact = np.linalg.eigvalsh(T + V_exact)
    table.append((N, E_grid[0], E_grid[0] - E_ref[0], E_exact[0] - E_ref[0]))
    if N <= 9:
        assert E_grid[0] < E_ref[0] < E_exact[0]
assert np.allclose(E_grid[:3], E_ref, atol=1e-8)
assert np.allclose(E_exact[:3], E_ref, atol=1e-8)
levels = E_grid[:3]

# Printed example
N = 5
h = L / N
B, T = closed_matrices(N, L)
D0, D1 = basis_on(x, N, L), basis_on(x, N, L, 1)
S_num = (D0 * w) @ D0.T
B_num = (D0 * w) @ D1.T / h
T_num = 0.5 * (D1 * w) @ D1.T / h
print(f"period L = {L:.1f} bohr, potential V0 = {V0:.1f} hartree")
print(f"matrix example: N = {N}, h = {h:.4f} bohr")
print(f"D(h/2) = {sine_ratio(h / 2, N, L):.6f} (dimensionless)")
print(f"overlap of D_0 with itself, quadrature = {S_num[0, 0]:.6f} bohr")
print(f"largest off-diagonal overlap below 1e-10 bohr: "
      f"{np.max(np.abs(S_num - np.diag(np.diag(S_num)))) < 1e-10}")
print("k = i-j; B closed, B quadrature (1/bohr); "
      "T closed, T quadrature (hartree)")
for k in range(N):
    print(f"k={k}: {B[k, 0] + 0.0:9.6f} {round(B_num[k, 0], 9) + 0.0:9.6f}; "
          f"{T[k, 0]:9.6f} {T_num[k, 0]:9.6f}")
kinetic_levels = np.abs(np.linalg.eigvalsh(T))
print("eigenvalues of T (hartree):",
      " ".join(f"{value:.6f}" for value in kinetic_levels))
print(f"Mathieu parameter q = {q:.6f} (dimensionless)")
for name, a, energy in zip(("a_0", "b_2", "a_2"), characteristic, E_ref):
    print(f"{name} = {a:.6f} (dimensionless), E = {energy:.8f} hartree")
print("N; E0 with diagonal V (hartree); its error; "
      "error with exact V integrals (hartree)")
for size, energy, error_grid, error_exact in table:
    if size <= 11:
        print(f"N={size}: {energy:.8f}; {error_grid:.2e}; {error_exact:.2e}")
    else:
        print(f"N={size}: {energy:.8f}; both errors below 1e-8: "
              f"{max(abs(error_grid), abs(error_exact)) < 1e-8}")
print("lowest levels, N=21, diagonal V (hartree):",
      " ".join(f"{value:.8f}" for value in levels))
print(f"ground level, N=21 = {levels[0] * HARTREE_EV:.5f} eV")
print("checks complete")
```

Running it gives:

```
period L = 10.0 bohr, potential V0 = 1.0 hartree
matrix example: N = 5, h = 2.0000 bohr
D(h/2) = 0.647214 (dimensionless)
overlap of D_0 with itself, quadrature = 2.000000 bohr
largest off-diagonal overlap below 1e-10 bohr: True
k = i-j; B closed, B quadrature (1/bohr); T closed, T quadrature (hartree)
k=0:  0.000000  0.000000;  0.394784  0.394784
k=1: -0.534480 -0.534480; -0.231111 -0.231111
k=2:  0.330327  0.330327;  0.033719  0.033719
k=3: -0.330327 -0.330327;  0.033719  0.033719
k=4:  0.534480  0.534480; -0.231111 -0.231111
eigenvalues of T (hartree): 0.000000 0.197392 0.197392 0.789568 0.789568
Mathieu parameter q = 10.132118 (dimensionless)
a_0 = -14.159474 (dimensionless), E = 0.30125799 hartree
b_2 = -2.521001 (dimensionless), E = 0.87559361 hartree
a_2 = 7.673684 (dimensionless), E = 1.37868111 hartree
N; E0 with diagonal V (hartree); its error; error with exact V integrals (hartree)
N=5: 0.26874074; -3.25e-02; 5.87e-03
N=7: 0.29986075; -1.40e-03; 1.66e-04
N=9: 0.30123478; -2.32e-05; 1.97e-06
N=11: 0.30125781; -1.82e-07; 1.14e-08
N=15: 0.30125799; both errors below 1e-8: True
N=21: 0.30125799; both errors below 1e-8: True
lowest levels, N=21, diagonal V (hartree): 0.30125799 0.87559361 1.37868111
ground level, N=21 = 8.19765 eV
checks complete
```
